# Moment closure for interstitial clusters in transient enhanced diffusion: verification in Python

```python
"""Moment closure for interstitial clusters, tested against the full size distribution.

Result under test: the moments m_k = sum(n^k f_n), n >= 2, obey exact rate
equations. A geometric or negative-binomial size distribution closes them.
The closure defect accounts for the error, and interstitial balance is kept.
c: free interstitials; f_n: clusters of n interstitials; c_eq: equilibrium c.
Concentrations are in nm^-3, lengths in nm, times in s, energies in eV.
The full state vector is [c, f_2, ..., f_N].
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, trapezoid
from scipy.linalg import expm
from scipy.special import gammaln

# Round model parameters
temperature = 1100.0
diffusivity = 1.0e6
capture_radius = 0.25
site_density = 50.0
formation_energy = 2.4
binding_limit = 2.0
capillary_energy = 0.2
surface_rate = 400.0
initial_content = 1.0e-3
initial_mean = 10.0
N = 400
levels = (0.5, 0.1, 0.05)

kT = constants.k * temperature / constants.e
c_eq = site_density * np.exp(-formation_energy / kT)
start_size = np.arange(1, N, dtype=float)
end_size = start_size + 1
binding = binding_limit - capillary_energy * (
    end_size**(2 / 3) - start_size**(2 / 3))
c_star = site_density * np.exp(-binding / kT)
grow = 4 * np.pi * diffusivity * capture_radius * start_size**(1 / 3)
dissolve = grow * c_star


def fluxes(state):
    count = len(state) - 1
    return (grow[:count] * state[0] * state[:-1]
            - dissolve[:count] * state[1:])


def full_rhs(t, state):
    flux = fluxes(state)
    rate = np.zeros_like(state)
    rate[1:] = flux
    rate[1:-1] -= flux[1:]
    rate[0] = -flux[0] - flux.sum() - surface_rate * (state[0] - c_eq)
    return rate


def full_jacobian(t, state):
    count = len(state) - 1
    row = np.arange(count)
    derivative = np.zeros((count, count + 1))
    derivative[row, row] = grow[:count] * state[0]
    derivative[row, row + 1] = -dissolve[:count]
    derivative[:, 0] += grow[:count] * state[:-1]
    jac = np.zeros((count + 1, count + 1))
    jac[1:] = derivative
    jac[1:-1] -= derivative[1:]
    jac[0] = -derivative[0] - derivative.sum(axis=0)
    jac[0, 0] -= surface_rate
    return jac


def moment_rates(state):
    flux = fluxes(state)
    n = np.arange(2, len(state))
    return np.array([flux[0], 2 * flux[0] + flux[1:].sum(),
                     4 * flux[0] + ((2 * n + 1) * flux[1:]).sum()])


def moments(state):
    n = np.arange(2, len(state) + 1)
    return np.array([np.sum(n**k * state[1:]) for k in range(3)])


def reconstruct(values, largest=N):
    """Values are [m0, m1] for geometric or [m0, m1, m2] for neg. binomial."""
    excess = max(values[1] / values[0] - 2, 1e-12)
    shape = 1.0
    if len(values) == 3:
        variance = values[2] / values[0] - (excess + 2)**2
        shape = excess**2 / max(variance - excess, 1e-6 * excess)
    k = np.arange(largest - 1)
    log_p = (gammaln(k + shape) - gammaln(shape) - gammaln(k + 1)
             - shape * np.log1p(excess / shape)
             + k * np.log(excess / (shape + excess)))
    return values[0] * np.exp(log_p)


def closed_rhs(t, reduced):
    state = np.concatenate(([reduced[0]], reconstruct(reduced[1:])))
    rate = moment_rates(state)
    free_rate = -rate[1] - surface_rate * (reduced[0] - c_eq)
    return np.concatenate(([free_rate], rate[:len(reduced) - 1]))


def content_events(content):
    events = []
    for level in levels:
        def event(t, y, level=level):
            return content(y) / initial_content - level
        event.direction = -1
        event.terminal = level == levels[-1]
        events.append(event)
    return events


def run_full(largest, rtol):
    clusters = reconstruct(
        np.array([initial_content / initial_mean, initial_content]), largest)
    n = np.arange(2, largest + 1)
    result = solve_ivp(full_rhs, (0, 2000), np.r_[c_eq, clusters],
                       method="BDF", jac=full_jacobian, rtol=rtol, atol=1e-14,
                       dense_output=True,
                       events=content_events(lambda y: n @ y[1:]))
    assert result.success and all(len(t) == 1 for t in result.t_events)
    return result


# The moment rates must equal the moments of the full master equation.
rng = np.random.default_rng(4)
trial = rng.random(N) * 1e-6
trial_rate = full_rhs(0, trial)
assert np.allclose(moments(trial_rate), moment_rates(trial), rtol=1e-8)

# Linear birth and death rates must preserve a geometric distribution.
birth, death, elapsed, mu_start = 0.3, 0.5, 2.0, 0.25
k = np.arange(160)
generator = np.diag(birth * (k[:-1] + 1), -1) + np.diag(death * k[1:], 1)
generator -= np.diag(generator.sum(axis=0))
p_start = (mu_start / (1 + mu_start))**k / (1 + mu_start)
p_end = expm(generator * elapsed) @ p_start
mu_limit = birth / (death - birth)
mu_end = mu_limit + (mu_start - mu_limit) * np.exp((birth - death) * elapsed)
p_geometric = (mu_end / (1 + mu_end))**k / (1 + mu_end)
linear_error = np.max(np.abs(p_end - p_geometric))
assert linear_error < 1e-10

# Complete distribution, and an independent estimate of its numerical error
full = run_full(N, 1e-7)
coarse = run_full(300, 1e-6)
half_time = full.t_events[0][0]
grid = np.linspace(0, half_time, 80)
full_grid = full.sol(grid)
full_number = full_grid[1:].sum(axis=0)
numerical_error = np.max(np.abs(
    coarse.sol(grid)[1:].sum(axis=0) / full_number - 1))

start_moments = moments(full.y[:, 0])
closed = {}
for label, order in (("geometric", 2), ("neg-binomial", 3)):
    result = solve_ivp(closed_rhs, (0, 2000),
                       np.r_[c_eq, start_moments[:order]], method="BDF",
                       rtol=1e-7, atol=1e-15, dense_output=True,
                       events=content_events(lambda y: y[2]))
    assert result.success and all(len(t) == 1 for t in result.t_events)
    for index in np.linspace(0, len(result.t) - 1, 12).astype(int):
        values = result.y[1:, index]
        rebuilt = moments(np.r_[0.0, reconstruct(values)])[:order]
        assert np.allclose(rebuilt, values, rtol=1e-3)
    if order == 3:
        excess = result.y[2] / result.y[1] - 2
        variance = result.y[3] / result.y[1] - (excess + 2)**2
        dispersion_margin = np.min(variance / excess - 1)
        assert dispersion_margin > 1e-4
    closed[label] = result

number_error = {}
for label, result in closed.items():
    number_error[label] = np.max(np.abs(result.sol(grid)[1] / full_number - 1))
    assert number_error[label] > 5 * numerical_error


# Switch the measured defect on gradually in the geometric closure.
def defect(t):
    state = full.sol(t)
    rate = moment_rates(state)
    exact = np.array([-rate[1] - surface_rate * (state[0] - c_eq),
                      rate[0], rate[1]])
    return closed_rhs(t, np.r_[state[0], moments(state)[:2]]) - exact


def switched_error(strength):
    result = solve_ivp(
        lambda t, y: closed_rhs(t, y) - (1 - strength) * defect(t),
        (0, half_time), np.r_[c_eq, start_moments[:2]], method="BDF",
        rtol=1e-6, atol=1e-14, t_eval=grid)
    assert result.success
    return np.max(np.abs(result.y[1] / full_number - 1))


error_none = switched_error(0.0)
error_tenth = switched_error(0.1)
error_fifth = switched_error(0.2)
assert error_none < 1e-3
assert abs(error_fifth / error_tenth - 2) < 0.3

# Quasi-steady free concentration at the half-content time
half_state = full.sol(half_time)
half_moments = moments(half_state)
emission = dissolve @ half_state[1:] + dissolve[0] * half_state[1]
sink = surface_rate + grow[1:] @ half_state[1:-1]
c_steady = (surface_rate * c_eq + emission) / sink
assert abs(c_steady / half_state[0] - 1) < 0.01

# Excess exposure from quadrature, compared with loss of interstitials
exposures = {}
for label, result in {"full": full, **closed}.items():
    end_time = result.t[-1]
    times = np.r_[0.0, np.geomspace(1e-6, end_time, 4000)]
    exposure = trapezoid(result.sol(times)[0] / c_eq - 1, times)
    if label == "full":
        end_content = moments(result.y[:, -1])[1]
    else:
        end_content = result.y[2, -1]
    loss = c_eq + start_moments[1] - result.y[0, -1] - end_content
    assert abs(exposure * surface_rate * c_eq / loss - 1) < 5e-4
    exposures[label] = exposure
assert max(exposures.values()) / min(exposures.values()) - 1 < 1e-3

print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Diffusivity: {diffusivity:.1e} nm^2/s")
print(f"Capture radius r0: {capture_radius:.2f} nm")
print(f"Site density: {site_density:.0f} nm^-3")
print(f"Formation energy: {formation_energy:.2f} eV")
print(f"Binding limit: {binding_limit:.2f} eV")
print(f"Capillary energy A: {capillary_energy:.2f} eV")
print(f"Surface loss rate: {surface_rate:.0f} s^-1")
print(f"Initial clustered content: {initial_content:.2e} nm^-3")
print(f"Initial mean size: {initial_mean:.1f} interstitials")
print(f"Equilibrium c: {c_eq:.3e} nm^-3")
print(f"c* for sizes 2, 10, {N}: {c_star[0]:.3e}, {c_star[8]:.3e}, "
      f"{c_star[-1]:.3e} nm^-3")
print(f"Unknowns, full/geometric/neg-binomial: {N}/3/4")
print(f"Linear-rate test, max probability error: {linear_error:.1e}")
print(f"Full half-content time: {half_time:.3f} s")
print(f"Full numerical number error: {100 * numerical_error:.5f} %")
print(f"Quasi-steady / full c at half: {c_steady / half_state[0]:.5f}")
for fraction in (0.25, 0.5, 1.0):
    time = fraction * half_time
    state = full.sol(time)
    m = moments(state)
    print(f"t={time:.3f} s, full: m0={m[0]:.4e} nm^-3, "
          f"mean={m[1] / m[0]:.3f}, c/c_eq={state[0] / c_eq:.3f}")
    for label, result in closed.items():
        y = result.sol(time)
        distance = 0.5 * np.abs(
            reconstruct(y[1:]) / y[1] - state[1:] / m[0]).sum()
        print(f"  {label}: m0={y[1]:.4e} nm^-3, mean={y[2] / y[1]:.3f}, "
              f"c/c_eq={y[0] / c_eq:.3f}, distance={distance:.4f}")
for label, error in number_error.items():
    print(f"{label} max number error to half: {100 * error:.3f} %")
print(f"neg-binomial min(v/mu - 1): {dispersion_margin:.3f}")
exact_rates = moment_rates(half_state)
print(f"Full rates at half, m0 and m1: {exact_rates[0]:.4e}, "
      f"{exact_rates[1]:.4e} nm^-3/s")
print(f"Full f_2/m0 at half: {half_state[1] / half_moments[0]:.5f}")
for label, order in (("geometric", 2), ("neg-binomial", 3)):
    shape = reconstruct(half_moments[:order])
    rates = moment_rates(np.r_[half_state[0], shape])
    print(f"{label} from full moments: f_2/m0={shape[0] / half_moments[0]:.5f}")
    print(f"  m0 and m1 rates: {rates[0]:.4e}, {rates[1]:.4e} nm^-3/s")
for strength, error in ((0.0, error_none), (0.1, error_tenth),
                        (0.2, error_fifth)):
    print(f"Defect strength {strength:.1f}: number error {100 * error:.4f} %")
print(f"Linear forecast at strength 1: {1000 * error_tenth:.3f} %")
for label, result in {"full": full, **closed}.items():
    t50, t10, t05 = [event[0] for event in result.t_events]
    print(f"{label} times to 50, 10, 5 % content: "
          f"{t50:.3f}, {t10:.3f}, {t05:.3f} s")
    print(f"  Excess exposure to 5 % content: {exposures[label]:.2f} s")
print("OK")
```

Printed output:

```
Temperature: 1100 K; kT: 0.09479 eV
Diffusivity: 1.0e+06 nm^2/s
Capture radius r0: 0.25 nm
Site density: 50 nm^-3
Formation energy: 2.40 eV
Binding limit: 2.00 eV
Capillary energy A: 0.20 eV
Surface loss rate: 400 s^-1
Initial clustered content: 1.00e-03 nm^-3
Initial mean size: 10.0 interstitials
Equilibrium c: 5.048e-10 nm^-3
c* for sizes 2, 10, 400: 1.186e-07, 6.672e-08, 4.156e-08 nm^-3
Unknowns, full/geometric/neg-binomial: 400/3/4
Linear-rate test, max probability error: 4.3e-15
Full half-content time: 35.297 s
Full numerical number error: 0.00014 %
Quasi-steady / full c at half: 1.00025
t=8.824 s, full: m0=7.7397e-05 nm^-3, mean=11.036, c/c_eq=77.720
  geometric: m0=7.1875e-05 nm^-3, mean=11.873, c/c_eq=76.793, distance=0.0643
  neg-binomial: m0=7.5871e-05 nm^-3, mean=11.258, c/c_eq=77.125, distance=0.0239
t=17.649 s, full: m0=6.3310e-05 nm^-3, mean=11.438, c/c_eq=70.431
  geometric: m0=5.4244e-05 nm^-3, mean=13.423, c/c_eq=66.200, distance=0.0912
  neg-binomial: m0=6.2037e-05 nm^-3, mean=11.697, c/c_eq=69.537, distance=0.0253
t=35.297 s, full: m0=4.2971e-05 nm^-3, mean=11.636, c/c_eq=57.482
  geometric: m0=3.3507e-05 nm^-3, mean=15.703, c/c_eq=50.018, distance=0.1329
  neg-binomial: m0=4.2960e-05 nm^-3, mean=11.722, c/c_eq=57.298, distance=0.0194
geometric max number error to half: 22.025 %
neg-binomial max number error to half: 2.188 %
neg-binomial min(v/mu - 1): 6.678
Full rates at half, m0 and m1: -9.6546e-07, -1.1404e-05 nm^-3/s
Full f_2/m0 at half: 0.06048
geometric from full moments: f_2/m0=0.09402
  m0 and m1 rates: -1.5024e-06, -1.1974e-05 nm^-3/s
neg-binomial from full moments: f_2/m0=0.06671
  m0 and m1 rates: -1.0652e-06, -1.1507e-05 nm^-3/s
Defect strength 0.0: number error 0.0001 %
Defect strength 0.1: number error 1.9824 %
Defect strength 0.2: number error 4.0099 %
Linear forecast at strength 1: 19.824 %
full times to 50, 10, 5 % content: 35.297, 88.262, 104.743 s
  Excess exposure to 5 % content: 4705.13 s
geometric times to 50, 10, 5 % content: 37.999, 112.102, 138.196 s
  Excess exposure to 5 % content: 4705.14 s
neg-binomial times to 50, 10, 5 % content: 35.611, 88.046, 104.000 s
  Excess exposure to 5 % content: 4705.12 s
OK
```
